Mean avalanche gain two: how often the injected carrier itself ionizes

Let an avalanche layer occupy 0 < x < W, with a uniform field strong enough for impact ionization. One carrier is injected at x = 0 and drifts towards x = W. Carriers of its type, electrons or holes, will be called like carriers; those of the other type, which drift towards x = 0, will be called opposite carriers. An ionization creates one new carrier of each type, and the carrier that caused it continues on its way.

The ionization coefficient a is the mean number of ionizations that a like carrier causes per unit path. For opposite carriers it is b = k a, with a constant ratio k ≥ 0. Single-carrier multiplication is k = 0, and equal coefficients are k = 1. The mean gain M is the mean number of like carriers that leave at x = W for each one injected at x = 0.

The model is local: the chance of ionizing in the next short piece of path depends on the coefficient there and not on the carrier's past. Recombination is left out, the current is too small to change the field, and the layer is below breakdown, so that all mean numbers are finite.

One more convention is needed. After an ionization there are two like carriers at the same place, and since they are identical particles, nothing marks one of them as the original. "The injected carrier itself" must therefore mean one unbroken line from x = 0 to x = W, continued at each event along one of the two. In the local model both have the same prospects from that point on, so the mean number of events on the line does not depend on which is chosen. Call this mean the own count, s.

The belief and its appeal

The belief is this: if the mean gain is two, the injected carrier ionizes once on average. One carrier goes in, two come out, so one ionization has taken place, and the injected carrier was there to cause it.

Part of this is correct. Every ionization adds one like carrier, every like carrier eventually leaves at x = W, and none is lost. Taking means,

M = 1 + (mean number of all ionizations).

At M = 2 there is indeed one ionization on average per injected carrier. The error lies in the last clause. The carriers created in the layer can ionize too, and their events are part of the same total. The own count would equal one if the descendants never ionized, but in the local model they begin to do so as soon as they are born.

The own count

The followed line crosses the whole layer, whatever happens on the way. In each short piece dx it has an event with probability a dx. Adding these probabilities over the layer gives the mean number of events,

s = a W.

The chance P₀(x) of having had no event up to x obeys P₀(x + dx) = P₀(x)(1 − a dx), so that P₀' = −a P₀ with P₀(0) = 1. At the far edge,

P₀(W) = exp(−s).

A carrier with no event of its own has no descendants, and it leaves alone. Conversely, a carrier that leaves alone can have had no event. Hence exp(−s) is also the fraction of injected carriers that leave unmultiplied.

It remains to find the s that belongs to a given gain.

From the own count to the gain

Let n(x) be the mean number of like carriers that cross the plane at x, and p(x) the mean number of opposite carriers that cross it, both per injected carrier. Between x and x + dx there are on average (a n + b p) dx ionizations. Each adds a like carrier, which crosses all planes further on, so n grows with x:

n' = a n + b p.

Each also adds an opposite carrier, which crosses all planes further back, so p grows towards smaller x:

−p' = a n + b p.

Adding p' to n' gives (n + p)' = 0, so n + p is the same at every plane. No opposite carrier enters at x = W, hence p(W) = 0, and n(W) = M by definition. Therefore

n + p = M.

Insert p = M − n and b = k a into the first equation:

n' = (1 − k) a n + k a M.

For k ≠ 1, the sum n + kM/(1 − k) has the same derivative as n, and the right-hand side is (1 − k) a times this sum. The sum therefore varies exponentially with x. With n(0) = 1,

n(x) + kM/(1 − k) = [1 + kM/(1 − k)] exp[(1 − k) a x].

At x = W the left side is M + kM/(1 − k) = M/(1 − k). Multiplying both sides by 1 − k gives

M = (1 − k + kM) exp[(1 − k)s].

Multiply by exp[−(1 − k)s] and collect the terms in M:

M = (1 − k) / {exp[−(1 − k)s] − k}.

For k = 0 this is M = exp(s). For k = 1 the flow equation reads n' = a M, so n = 1 + a M x. At x = W this gives M = 1 + sM, or

M = 1/(1 − s).

The general relation can be solved for s. From exp[−(1 − k)s] = k + (1 − k)/M,

s = −ln[k + (1 − k)/M] / (1 − k).

At M = 2 the bracket is (1 + k)/2, and

s = ln[2/(1 + k)] / (1 − k).

For k = 0 this is ln 2 = 0.693. For k = 1, the relation M = 1/(1 − s) gives s = 1/2. The general formula agrees: with k = 1 − ε, the logarithm is −ln(1 − ε/2) ≈ ε/2, and division by ε leaves 1/2.

These values refute the belief within the model. A simulation that follows every carrier, with 200 000 injected carriers for each ratio, gives own counts of 0.697 for k = 0 and 0.4995 for k = 1. Because the own count is a Poisson number, the standard error of its sampled mean is the square root of s/200 000, which is 0.0019 for k = 0. The first value is thus about two standard errors high, an ordinary fluctuation. The simulated gains are 2.004 and 2.000.

Who causes the other events

The missing events can be counted by generation. Let generation 1 be the pairs created by the injected carrier, generation 2 the pairs created by carriers of generation 1, and so on.

For k = 0, let f_g(x) dx be the mean number of pairs of generation g created between x and x + dx. The injected carrier gives f₁ = a. At x, each like carrier of generation g − 1 that was born earlier is passing and ionizes at rate a, so

f_g(x) = a ∫₀ˣ f_(g−1)(y) dy.

Repeated integration gives f_g = a^g x^(g−1)/(g − 1)!, and one more integration over the layer gives s^g/g! pairs. At M = 2 the first three generations hold 0.693, 0.240 and 0.056 events. The whole series sums to exp(s) − 1 = 1.

For k = 1 the count is simpler. A pair born at x consists of a like carrier with path W − x ahead of it and an opposite carrier with path x ahead of it. Together they travel W wherever they were born, and with equal coefficients they cause aW = s new pairs on average. Generation g therefore holds s^g pairs: 0.5, 0.25, 0.125 and so on, with the sum s/(1 − s) = 1. Half of all ionizations are caused by descendants.

The events can also be sorted by the type of carrier that causes them. Let L be the mean number caused by all like carriers, the integral of a n over the layer. The opposite carriers cause the integral of k a (M − n), which is k(sM − L). The two numbers add up to M − 1:

L + k s M − k L = M − 1,

L = (M − 1 − k s M)/(1 − k).

For k = 1 the integral is done directly with n = 1 + a M x and gives L = s + M s²/2. At M = 2 this is 0.5 + 0.25 = 0.75. Of the average single ionization, then, 0.5 belongs to the injected carrier, 0.25 to its like descendants and 0.25 to opposite carriers.

The mean also hides a wide spread. With k = 0 and M = 2, the fraction exp(−0.693) = 0.50 of the injected carriers leave unmultiplied. The other half must supply the rest of the mean, so their average gain is (2 − 0.5)/0.5 = 3. With k = 1, the fraction 0.607 leaves unmultiplied, and the others have an average gain of (2 − 0.607)/0.393 = 3.5. A mean gain of two does not describe a typical carrier that doubles.

Why a larger ratio lowers the own count

The relation between M and s can be written in a form that covers all k at once:

1/M = 1 − ∫₀ˢ exp[−(1 − k)u] du.

For k ≠ 1 the integral is {1 − exp[−(1 − k)s]}/(1 − k), and subtracting it from 1 returns the reciprocal of the gain formula. For k = 1 it is s, which returns 1 − s.

The integrand is positive, so M rises with s at fixed k. The integrand also grows with k for every u > 0, so M rises with k at fixed s. To hold M fixed while k grows, s must fall. The main physical reason is that the opposite carriers add ionizations of their own, each of which delivers one more like carrier at x = W. Feedback adds a smaller part: the like carriers started in these events can ionize in turn. If they could not, the own count at M = 2 and k = 1 would be (ln 3)/2 = 0.549, so about three quarters of the fall from 0.693 to 0.500 occurs without feedback. The more the opposite carriers contribute, the less the injected one has to.

In the local model with edge injection, the own count at M = 2 is therefore at most ln 2, and this value is reached at k = 0. If the opposite carriers are ten times as effective, k = 10, it is only 0.189, and 83 per cent of the injected carriers leave unmultiplied.

Where the belief is nearly right

The same integral shows what happens at small gain. Expanding the integrand for small u gives

1/M = 1 − s + (1 − k)s²/2 + …

Inverting, with 1/(1 − z) = 1 + z + z² + … and z = s − (1 − k)s²/2, gives

M = 1 + s + (1 + k)s²/2 + …

To first order M − 1 = s: when (1 + k)s is much smaller than one, nearly all ionizations are caused by the injected carrier. The second-order term is the work of the first descendants. The injected carrier's events are spread evenly over the layer, so a newborn carrier of either type has on average the path W/2 ahead of it. The two types then contribute s/2 and ks/2 further events per pair, and there are s pairs. The belief extends the first-order result to a gain at which it no longer holds.

What an own count of one would mean

Now set s = 1. For k = 0 the gain is e = 2.72. For k = 1 the formula M = 1/(1 − s) diverges: the layer is at breakdown. This agrees with the generation count, because each pair then produces one new pair on average and the mean size of a generation no longer shrinks. A single avalanche still dies out by chance sooner or later; the mean gain diverges because rare avalanches grow very large.

For k = 0 the gain exp(s) is finite at every s, and there is no breakdown. For k > 0, breakdown occurs where the denominator of the gain formula vanishes, exp[−(1 − k)s] = k, or

s = −ln k/(1 − k).

For k = 0.1 this is 2.56, and for k = 10 it is 0.256. For every k > 1 it is below one, because ln k < k − 1. An own count of one then cannot be reached below breakdown at all.

A layer in numbers

Take a layer of width W = 500 nm = 5 × 10⁻⁵ cm with k = 0.1, and let the coefficient of the injected type depend on the field F as

a = A exp(−F₀/F), A = 1 × 10⁷ cm⁻¹, F₀ = 16 MV/cm.

The required own count for M = 2 is

s = ln(2/1.1)/0.9 = 0.664.

The coefficient is a = 0.664/(5 × 10⁻⁵ cm) = 1.33 × 10⁴ cm⁻¹. Solving the field law for F gives

F = F₀/ln(A/a) = 16/ln(753) = 2.42 MV/cm,

and the voltage across the layer is FW = 121 V. The average single ionization divides into 0.664 by the injected carrier, 0.299 by its like descendants and 0.037 by opposite carriers.

Someone who holds the belief would set aW = 1, hence a = 2.0 × 10⁴ cm⁻¹. The field is then 16/ln(500) = 2.57 MV/cm and the voltage 129 V. With k held at 0.1, the gain at this voltage is not 2 but 2.94. An excess of 8 V, less than 7 per cent of the correct voltage, nearly doubles the number of ionizations, from 1 to 1.94. Breakdown, again with k held fixed, lies at 3.03 MV/cm and 152 V.

The same mistake can be made in the other direction, when a coefficient is inferred from a measured gain. Taking a = (M − 1)/W at M = 2 overstates the coefficient by the factor 1/s. In this model the factor is 1.44 for k = 0, 1.5 for k = 0.1, and 2 for k = 1.

How far real layers depart from the model

The parameters are round numbers, roughly in the regime of thin silicon carbide avalanche diodes, which work at fields of a few MV/cm. In that material holes ionize more readily than electrons, so the injected carrier of the example corresponds to a hole. The value k = 0.1 is an assumption; in real layers the ratio varies with the field. Its choice can matter more than the corrections to the own count estimated below for this layer, since between k = 0 and k = 1 the own count at M = 2 runs from 0.69 to 0.50.

One assumption that such thin layers break is locality. A carrier that has just been created, or has just ionized, has little energy and must first gain some from the field. Suppose that it needs 10 eV, about three times a gap of 3.2 eV. At 2.42 MV/cm, which is 0.242 V/nm, it must travel at least

d = 10 V/(0.242 V/nm) = 41 nm,

or 8 per cent of the layer. Let no ionization occur on this dead space, and let the rate be constant after it. Let d be the same for both types, and let the injected carrier enter cold, so that it too starts with a dead space. Both like carriers that emerge from an event start with a fresh dead space, so the choice of line is still immaterial.

If T_j is the path to the j-th event on a line, the own count is the sum over j of P(T_j ≤ W), because the mean of a counting number is the sum of the chances that it reaches 1, 2, 3 and so on. For k = 0 every event splits a line into two, so there are 2^(j−1) possible j-th events, each with the same chance:

own count = P(T₁ ≤ W) + P(T₂ ≤ W) + P(T₃ ≤ W) + …

M − 1 = P(T₁ ≤ W) + 2 P(T₂ ≤ W) + 4 P(T₃ ≤ W) + …

With d fixed at 41 nm and the ionization rate readjusted to restore M = 2, the own count rises from 0.693 to 0.734 for k = 0, from 0.664 to 0.699 for k = 0.1, and from 0.500 to 0.521 for k = 1. These are changes of 4 to 6 per cent relative to the local values, towards the belief but far from reaching it. If the injected carrier instead entered ready to ionize, the counts would be about 0.73, 0.70 and 0.54.

The two sums also show when the belief would come true. Let k = 0 and let d lie between W/3 and W/2, so that a third event on a line is impossible. At M = 2 the second sum gives P(T₁ ≤ W) = 1 − 2P(T₂ ≤ W), and the own count is 1 − P(T₂ ≤ W). As d approaches W/2, a second event fits into the layer only if both ionizations follow their dead spaces almost at once. At any fixed rate its chance goes to zero, so M = 2 can be kept only by a rate that grows without limit. The first event then becomes certain, P(T₂ ≤ W) = [1 − P(T₁ ≤ W)]/2 goes to zero, and the own count goes to one. At d = 0.45 W it is already 0.94. This is the orderly picture behind the belief: each injected carrier ionizes once, and neither of the two resulting like carriers has room to do so again. In a uniform layer entered cold, it requires a dead space of nearly half the layer or more, at least five times that of the example. For a carrier that enters ready to ionize, d = 0.45 W gives only 0.85, and 0.94 needs d near 0.8 W.

In the local model, a field that is not uniform does less harm than might be feared. If k is constant, use u = ∫ a dx in place of position. The flow equations become dn/du = n + kp and −dp/du = n + kp, with no trace of the field profile, and the local relations between the gain and the event counts hold with s = ∫ a dx over the layer. If k varies with the field, this is no longer exact. For a doping of 1 × 10¹⁶ cm⁻³ and a relative permittivity of 10, the field changes by 0.09 MV/cm across the layer. With an opposite coefficient that has the same prefactor A and equals 0.1 a at 2.42 MV/cm, and with the mean field readjusted to keep M = 2, the own count stays within 0.001 of 0.664 for either direction of the slope.

In the local model, temperature changes the gain and the own count together, but not the relation between them as long as k stays the same. If heating lowered both coefficients by 10 per cent, an assumed size, the gain at fixed voltage would fall from 2 to 1.86. If the voltage were then raised until M = 2 again, with k unchanged, the own count would return to 0.664, because in this model it depends on M and k alone. Band-to-band tunnelling, estimated for a triangular barrier with a gap of 3.2 eV and a tunnelling mass of 0.3 electron masses, carries an exponential factor below 10⁻³⁸ at this field. The factor depends strongly on the assumed barrier: a symmetric two-band form with 0.3 electron masses in each band, which is a reduced mass of 0.15, gives about 10⁻²³. Tunnelling can be neglected in either case; leakage through defects is not covered by these estimates.

Most of the values behind these comparisons are listed in the numerical output below.

Values computed for the example and the checks

```
LOCAL MODEL AT MEAN GAIN 2 (pure numbers)
k=0: own mean count 0.6931, simulated 0.6967, simulated gain 2.004
k=0.1: own mean count 0.6643, simulated 0.6630, simulated gain 2.000
k=1: own mean count 0.5000, simulated 0.4995, simulated gain 2.000
k=10: own mean count 0.1894, simulated 0.1877, simulated gain 1.985
k=0: fraction leaving unmultiplied 0.5000
k=0.1: fraction leaving unmultiplied 0.5147
k=1: fraction leaving unmultiplied 0.6065
k=10: fraction leaving unmultiplied 0.8274
k=0: events in generations 1,2,3: 0.6931 0.2402 0.0555
k=1: events in generations 1,2,3: 0.5000 0.2500 0.1250
k=1: events by injected type 0.7500, opposite 0.2500
Simulated primaries per case: 200000
OWN MEAN COUNT SET TO 1 (pure numbers)
Gain for k=0: 2.7183; for k=0.1: 2.9357
Own count at breakdown: k=0.1 2.5584; k=1 1.0000; k=10 0.2558
WORKED EXAMPLE
Layer width: 500 nm; coefficient ratio k: 0.1
Coefficient prefactor: 1.0e+07 1/cm
Field scale in exponent: 16.0 MV/cm
Coefficient for gain 2: 1.3285e+04 1/cm
Field for gain 2: 2.4156 MV/cm
Voltage across layer for gain 2: 120.78 V
Own events: 0.6643
Events by like descendants: 0.2992
Events by opposite carriers: 0.0365
Coefficient for own count 1: 2.0000e+04 1/cm
Field for own count 1: 2.5746 MV/cm
Voltage for own count 1: 128.73 V
Breakdown field: 3.0331 MV/cm
Breakdown voltage: 151.65 V
NEGLECTED EFFECTS
Threshold energy: 10.0 eV; dead space: 41.40 nm
Dead space / width: 0.0828
k=0: own count with dead space at gain 2: 0.7344 (change 6.0 %)
k=0.1: own count with dead space at gain 2: 0.6989 (change 5.2 %)
k=1: own count with dead space at gain 2: 0.5215 (change 4.3 %)
k=0, dead space/width 0.45: own count at gain 2: 0.9413
Doping: 1.0e+16 1/cm^3; relative permittivity: 10.0
Field drop across layer: 0.0905 MV/cm
Own count, field falling along path: 0.6638
Own count, field rising along path: 0.6647
Gain after both coefficients fall 10 %: 1.8600
Gap: 3.2 eV; tunnelling mass: 0.3 electron masses
Tunnelling exponent: 88.7; log10 of factor: -38.5
```
